# Resistivity times mean free path from a triangulated Fermi surface

Suppose a narrow contact line is to be made from one of several metallic compounds, and the film can be grown with different crystal axes along the current. The bulk resistivity $\rho$ is a poor guide once the line is narrower than the bulk mean free path $\lambda$. A rough estimate replaces $\lambda$ by the line width $d$, which gives a resistivity of order $(\rho\lambda)/d$. In this estimate the choice of compound and orientation hangs on the product $\rho\lambda$, and on how it depends on direction. This product can be calculated from the electron bands without knowing the scattering rate, provided one assumption is made about the scattering.

## What has to be computed

Let the electron charge be $-e$, with $e>0$, and let $\mathbf v=\nabla_{\mathbf k}E/\hbar$ be the velocity in a spin-degenerate band $E(\mathbf k)$. In a weak, uniform, steady electric field $\boldsymbol{\mathcal E}$, without a magnetic field, the Boltzmann equation with a relaxation time $\tau$ is

$$-\frac{e}{\hbar}\boldsymbol{\mathcal E}\cdot\nabla_{\mathbf k}f=-\frac{f-f_0}{\tau}.$$

To first order in the field, $f$ on the left may be replaced by the equilibrium function $f_0(E)$. Since $\nabla_{\mathbf k}f_0=\hbar\mathbf v\,f_0'(E)$,

$$f-f_0=e\tau\,\boldsymbol{\mathcal E}\cdot\mathbf v\,f_0'(E).$$

The current density is $-2e\int \mathbf v(f-f_0)\,d^3k/(2\pi)^3$, where 2 counts spin. The two minus signs, from the charge and from $f_0'<0$, combine to a positive conductivity. At low temperature $-f_0'$ becomes $\delta(E-\mu)$, with $\mu$ the Fermi energy, so

$$\sigma_{ij}=2e^2\int\frac{d^3k}{(2\pi)^3}\,\tau\,v_iv_j\,\delta(E-\mu).$$

A shell between $E$ and $E+dE$ has thickness $dE/|\nabla_{\mathbf k}E|=dE/(\hbar|\mathbf v|)$. Therefore $d^3k=dS\,dE/(\hbar|\mathbf v|)$, and the delta function removes the energy integral:

$$\sigma_{ij}=\frac{e^2}{4\pi^3\hbar}\int_{\rm FS}\tau\,\frac{v_iv_j}{|\mathbf v|}\,dS.$$

The constant-path approximation says that every state on the Fermi surface travels the same distance $\lambda$ between relaxing collisions, so $\tau=\lambda/|\mathbf v|$. With the unit normal $\mathbf n=\mathbf v/|\mathbf v|$, both powers of the speed cancel:

$$\sigma=\lambda G,\qquad G_{ij}=\frac{e^2}{4\pi^3\hbar}\int_{\rm FS}n_in_j\,dS,\qquad \rho\lambda=G^{-1}.$$

The last expression is a matrix inverse. The integral covers all sheets in one primitive reciprocal cell. I assume that no point of the surface has zero velocity, since the normal and the shell thickness would be undefined there.

The result is geometric. Because $\mathbf n\cdot\mathbf n=1$, the trace of $G$ is $e^2/(4\pi^3\hbar)$ times the Fermi-surface area. The orientation of that area decides how the trace is shared among directions.

## Why a staircase surface fails

The simplest scheme evaluates $E$ on a cubic mesh, calls each small cube occupied or empty, and sums over the faces that separate the two kinds. The staircase approaches the true surface as the mesh step $h$ shrinks. Its tensor nevertheless converges to the wrong value.

Take a sphere of radius $k_F$. A column of cubes parallel to $x$ that passes through the sphere contains one occupied run and therefore has two end faces normal to $x$. The columns cover the projected disc of area $\pi k_F^2$, so these faces have total area $2\pi k_F^2$ as $h\to0$. Each has $n_x^2=1$, while faces normal to $y$ or $z$ contribute nothing to the $xx$ element. The staircase thus gives

$$\int n_x^2\,dS\to2\pi k_F^2.$$

On the true sphere the three diagonal elements are equal and add up to the area $4\pi k_F^2$. Each is $4\pi k_F^2/3$, and the off-diagonal elements vanish by reflection. The staircase conductance is too large by a factor $3/2$ and its $\rho\lambda$ is too small by a factor $2/3$, however fine the mesh. Moreover, every staircase face lies normal to a mesh axis, so off-diagonal elements can never appear.

The fault lies in the normals: the positions converge, but the directions do not. A sum over surface pieces needs both.

## Letting the energy supply the normals

Energies at the mesh points contain more than the labels occupied and empty. Interpolating them linearly gives a position for the surface and, through the gradient, a direction. A linear function in three dimensions is fixed by four values, so the natural element is a tetrahedron.

Each cube is divided into six tetrahedra. Start at its low corner and take one step along each axis until the opposite corner is reached. The six orders of the steps give six paths, and the four points on each path are the corners of one tetrahedron. Neighbouring cubes divide their common face along the same diagonal, so surface pieces meet without cracks.

Sort the corner energies of a tetrahedron as $E_0\le E_1\le E_2\le E_3$. If $E_i<\mu\le E_j$, the edge from $\mathbf k_i$ to $\mathbf k_j$ is cut at

$$\mathbf p_{ij}=\mathbf k_i+\frac{\mu-E_i}{E_j-E_i}(\mathbf k_j-\mathbf k_i).$$

- One occupied corner gives the triangle $\mathbf p_{01},\mathbf p_{02},\mathbf p_{03}$.
- Three occupied corners give $\mathbf p_{03},\mathbf p_{13},\mathbf p_{23}$.
- Two occupied corners give a quadrilateral with successive corners $\mathbf p_{02},\mathbf p_{03},\mathbf p_{13},\mathbf p_{12}$. It is planar because the interpolant is linear, and a diagonal cuts it into two triangles.

For a triangle with corners $\mathbf p_0,\mathbf p_1,\mathbf p_2$, the area vector is

$$\mathbf A=\tfrac12(\mathbf p_1-\mathbf p_0)\times(\mathbf p_2-\mathbf p_0).$$

Its length is the area and its direction is the normal. Since $\mathbf n=\mathbf A/|\mathbf A|$ is constant on the triangle, the integral of $n_in_j$ over it is $|\mathbf A|\,A_iA_j/|\mathbf A|^2$. Summing over triangles $t$ gives the working formula

$$G_{ij}\simeq\frac{e^2}{4\pi^3\hbar}\sum_t\frac{A_{ti}A_{tj}}{|\mathbf A_t|}.$$

Reversing $\mathbf A$ changes nothing, so orientation is not needed here. A triangle of zero area can be omitted, because the magnitude of its term cannot exceed $|\mathbf A|$.

Orientation is useful for a diagnostic. If all area vectors point towards higher energy, their sum over a reciprocal cell must vanish. The divergence theorem applied to a constant vector gives zero for the full boundary of the occupied region, and the parts on opposite cell faces cancel by periodicity. This also holds for open surfaces. It is a necessary condition only: losing two triangles with opposite area vectors would leave the sum unchanged.

## Do thin triangles spoil the result?

The surface may clip a tetrahedron near a corner or an edge and leave a tiny or very thin triangle. Apart from rounding error, its normal is no worse than the others. The normal is the gradient direction of the interpolant in the whole tetrahedron, whose shape is fixed. Each gradient component is an energy difference along one cube edge divided by $h$, which differs from the true derivative by order $h$.

For $E=k^2$ in scaled units, an edge starting at coordinate $q$ gives

$$\frac{(q+h)^2-q^2}{h}=2\left(q+\frac h2\right).$$

The interpolated gradient is therefore twice the position vector of the cube centre. A triangle's centroid lies within $\sqrt3h/2$ of that centre, so to leading order the normal is wrong by at most $\sqrt3h/(2k_F)$ radians.

An angular error of order $h$ might suggest a tensor error of order $h$. To see why it is smaller, describe a smooth patch by a height $z=u(x,y)$. Its unnormalized normal is $\mathbf N=(-u_x,-u_y,1)$, and its contribution is

$$\int F\,dx\,dy,\qquad F=\frac{N_iN_j}{|\mathbf N|}.$$

Let interpolation change the height by $\eta$. Linear interpolation makes an energy error of order $h^2$; division by the nonzero energy gradient makes $\eta$ of order $h^2$ too. The slopes of $\eta$ are of order $h$. The first-order change is

$$\int\left(\frac{\partial F}{\partial u_x}\eta_x+\frac{\partial F}{\partial u_y}\eta_y\right)dx\,dy
=-\int\eta\left(\partial_x\frac{\partial F}{\partial u_x}+\partial_y\frac{\partial F}{\partial u_y}\right)dx\,dy.$$

There is no edge term if $\eta$ is first divided among overlapping patches by smooth weights that add up to one and vanish at the patch edges. The right side is of order $h^2$. Terms quadratic in the slopes are also of order $h^2$, so the whole tensor error is of second order on a smooth surface.

If the leading error has the form $C/n^2$, with $n$ intervals along each mesh axis and the same $C$ on two meshes, it is removed by

$$G\simeq\frac{4G_{2n}-G_n}{3}.$$

The constancy of $C$ is an extra assumption, which the numbers below support for the surfaces treated.

## The spherical limit

Inserting $4\pi k_F^2/3$ into $G$ gives

$$G_{xx}=\frac{e^2}{4\pi^3\hbar}\,\frac{4\pi k_F^2}{3}=\frac{e^2k_F^2}{3\pi^2\hbar},
\qquad \rho\lambda=\frac{3\pi^2\hbar}{e^2k_F^2}.$$

The Drude formula leads to the same limit. There $\rho=m/(n_ee^2\tau)$ and $\lambda=v_F\tau$, while $mv_F=\hbar k_F$. Hence $\rho\lambda=\hbar k_F/(n_ee^2)$. The density $n_e$ is twice the sphere's volume divided by $(2\pi)^3$, which is $k_F^3/(3\pi^2)$.

For $k_F=10\ \mathrm{nm^{-1}}=10^{10}\ \mathrm{m^{-1}}$ and $\hbar/e^2=4108.2\ \Omega$,

$$\rho\lambda=\frac{29.609\times4108.2}{10^{20}}\ \Omega\,\mathrm{m^2}
=12.164\times10^{-16}\ \Omega\,\mathrm{m^2}.$$

The triangulation used a cube of side $2.6k_F$ centred on the sphere. Tensor errors are root-sum-square errors of the elements, relative to the same norm of the analytic tensor.

| $n$ | Tensor error | Largest normal error (rad) |
|---:|---:|---:|
| 20 | 0.714% | 0.105 |
| 40 | 0.176% | 0.054 |
| 80 | 0.044% | 0.027 |

Halving $h$ roughly halves the angular error and divides the tensor error by about four. At $n=80$, $h=0.0325k_F$ and the angular bound is 0.028, just above the observed maximum. Extrapolation from the last two meshes leaves a relative error of $4\times10^{-6}$ and reproduces $12.164\times10^{-16}\ \Omega\,\mathrm{m^2}$.

The volume enclosed by the finest surface gives $n_e=33.747\ \mathrm{nm^{-3}}$. Used in the Drude expression without extrapolation, it yields $12.174\times10^{-16}\ \Omega\,\mathrm{m^2}$, about 0.08% high. The sign has a simple cause: linear interpolation of the convex function $k^2$ overestimates it, so the surface lies inside the sphere and the density is too small.

## Constant path is not constant time

An ellipsoid shows what the scattering assumption does. Let $E=\sum_i k_i^2/s_i^2$, in scaled units, with semiaxes $s_x,s_y,s_z=1,0.7,0.5$. For constant $\tau$, the surface integral contains $v_iv_j/|\mathbf v|=n_iv_j$. The divergence theorem turns it into

$$\int n_iv_j\,dS=\int\frac{\partial v_j}{\partial k_i}\,d^3k=\frac{2V}{\hbar s_i^2}\delta_{ij},$$

where $V$ is the enclosed volume. The ratio $\sigma_{zz}/\sigma_{xx}$ is then $(1/0.5)^2=4$.

For constant path, triangulation gives 3.05. The two assumptions weight the same surface differently: constant time has an additional factor $|\mathbf v|$. At the tip of semiaxis $s_i$, $|\nabla_{\mathbf k}E|=2/s_i$, so that factor favours the fast states near the short $z$ axis. The approximations give the same anisotropy when the speed is uniform over the surface, as on the sphere of $E=k^2$, but not here.

## A low-symmetry metal with an open surface

Consider next a one-band monoclinic model metal, chosen to exercise the tensor and not to represent a particular material. Its cell has $a=0.5$ nm, $b=0.4$ nm, $c=0.6$ nm and $\beta=100^\circ$. The $a$ axis lies along $x$, $b$ along $y$, and $\mathbf c=c(\cos\beta,0,\sin\beta)$. With phases $\phi_i=\mathbf k\cdot\mathbf a_i$,

$$E=-2t_b\cos\phi_b+W,$$
$$W=-2t_a\cos\phi_a-2t_c\cos\phi_c-2t_{ac}\cos(\phi_a+\phi_c).$$

The parameters $t_a,t_b,t_c,t_{ac}$ are 0.6, 1.0, 0.4 and 0.2 eV, and $\mu=0.8$ eV. Counting occupied points on a uniform grid of $100^3$ phases gives 1.303 electrons per cell.

The surface can be pictured before it is triangulated. At $E=\mu$, with energies in eV, $\cos\phi_b=(W-0.8)/2$. Since $W\le2(0.6+0.4+0.2)=2.4$, the right side never exceeds 0.8. It falls below $-1$ when $W<-1.2$, as happens near $\phi_a=\phi_c=0$, where $W=-2.4$. The surface therefore consists of two corrugated sheets, at positive and negative $\phi_b$, joined around a neck through the cell boundary.

No point has zero velocity. That would require $\sin\phi_b=0$, hence $W=-1.2$, together with a stationary $W$:

$$t_a\sin\phi_a=t_c\sin\phi_c=-t_{ac}\sin(\phi_a+\phi_c)=s.$$

If $s\ne0$, expanding the last sine requires $\cos\phi_c/0.6+\cos\phi_a/0.4=-5$, although the left side cannot exceed 4.17 in magnitude. Thus $s=0$, both phases are 0 or $\pi$, and the stationary values are $-2.4$, 0, 0.8 and 1.6. None equals $-1.2$.

The mesh is uniform in the phases, but its points must be converted to Cartesian vectors $\mathbf k=\sum_i\phi_i\mathbf b_i/(2\pi)$ before areas are formed, where $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$. Extrapolation from $n=48$ and 96 gives, in $10^{15}\ \mathrm{S\,m^{-2}}$,

$$G_{xx}=0.1606,\quad G_{yy}=0.3392,\quad G_{zz}=0.1236,\quad G_{xz}=0.00055.$$

The other off-diagonal elements vanish to the digits shown. Matrix inversion gives the main result, in $10^{-16}\ \Omega\,\mathrm{m^2}$:

$$(\rho\lambda)_{xx}=62.3,\quad(\rho\lambda)_{yy}=29.5,\quad(\rho\lambda)_{zz}=80.9,\quad(\rho\lambda)_{xz}=-0.3.$$

A calculation without a surface gives a measure of the numerical error. The original volume integral was summed over the $100^3$ phases, with $\tau=\lambda/|\mathbf v|$ and $\hbar\mathbf v=\sum_i\mathbf a_i\,\partial E/\partial\phi_i$. The delta function was replaced by

$$\frac{e^{-x^2}}{\sqrt\pi\,w}\left(\frac{15}{8}-\frac{5x^2}{2}+\frac{x^4}{2}\right),\qquad x=\frac{E-\mu}{w},\quad w=0.2\ \mathrm{eV}.$$

Its integral is one and its second and fourth moments vanish, which suppresses the broadening error. Relative to the resulting $G$, the triangulated tensors differ by $5.0\times10^{-4}$ at $n=48$, $1.3\times10^{-4}$ at $n=96$, and $6\times10^{-6}$ after extrapolation.

## Reading the tensor

The Fermi area at $n=96$ is $317.66\ \mathrm{nm^{-2}}$. Multiplying $3.1766\times10^{20}\ \mathrm{m^{-2}}$ by $e^2/(4\pi^3\hbar)=1.9626\times10^{-6}$ S gives $0.623\times10^{15}\ \mathrm{S\,m^{-2}}$, the trace of $G$. The $y$ direction receives $0.339/0.623=54\%$ of it. This is the area average of $n_y^2$; an isotropic surface would have one third. The corrugated sheets face mainly along $y$, which makes $b$ the favourable current direction.

A sphere with the same electron density would mislead. The cell volume is $abc\sin\beta=0.11818\ \mathrm{nm^3}$, so $n_e=1.303/0.11818=11.03\ \mathrm{nm^{-3}}$ and $k_F=(3\pi^2n_e)^{1/3}=6.89\ \mathrm{nm^{-1}}$. Scaling the earlier sphere gives $12.164(10/6.89)^2\approx26$ in $10^{-16}\ \Omega\,\mathrm{m^2}$, below all three diagonal elements. Its area, $4\pi k_F^2\approx600\ \mathrm{nm^{-2}}$, is nearly twice that of the model. A sphere has the least area for a given volume in unbounded space, but an open surface in a periodic cell needs no caps at the cell boundary.

The inverse must be taken as a matrix because a current purely along $x$ may require a transverse field. For the $xz$ block,

$$(\rho\lambda)_{xx}=\frac{G_{zz}}{G_{xx}G_{zz}-G_{xz}^2}=\frac1{G_{xx}-G_{xz}^2/G_{zz}}.$$

Here the correction is only about 15 parts per million, so $1/G_{xx}$ also rounds to 62.3. The axis of highest resistivity lies within one degree of $z$. Monoclinic symmetry does not require this near-alignment; it belongs to these parameters.

Inversion can fail altogether. For a straight cylindrical surface of radius $\kappa$ and height $2\pi/c$, with its axis along $z$, the average of $n_x^2$ is one half. Hence

$$G_{xx}=\frac{e^2}{4\pi^3\hbar}\,\frac12\,(2\pi\kappa)\frac{2\pi}{c}=\frac{e^2\kappa}{2\pi\hbar c},\qquad G_{zz}=0.$$

The metal conducts in the plane and not along $z$, and $\rho\lambda$ has no finite $zz$ element. For a nearly cylindrical surface, an error that is small beside the in-plane elements can still exceed $G_{zz}$ itself. When the cylinder axis is not an edge of every tetrahedron, the normals can acquire a spurious $n_z$ of order $h$, which adds a positive term of order $h^2$ to $G_{zz}$. A small root-sum-square error of $G$ then does not guarantee an accurate $(\rho\lambda)_{zz}$, and the small element must be converged relative to its own size.

To obtain a resistivity, $\lambda$ must come from elsewhere. With a chosen value of 5 nm,

$$\rho_{yy}=\frac{29.48\times10^{-16}}{5\times10^{-9}}\ \Omega\,\mathrm m=5.90\times10^{-7}\ \Omega\,\mathrm m=59.0\ \mu\Omega\,\mathrm{cm}.$$

The corresponding $x$ and $z$ values are 124.5 and 161.9 $\mu\Omega\,\mathrm{cm}$. A common change of $\lambda$ rescales all three and leaves their ratios alone. If scattering gives different sheets or directions different paths, $\lambda$ must return inside the surface integral, and the ranking of orientations may change. The semiclassical picture itself becomes doubtful when $\lambda$ approaches the lattice spacing. Within these limits, a small $\rho\lambda$ is a first screening for a promising compound or orientation. The estimate $(\rho\lambda)/d$ ignores how the walls of the line are oriented: electrons moving nearly parallel to a wall seldom meet it, while those heading towards it are scattered after a distance of order $d$. For anisotropic Fermi surfaces, candidates may therefore change places in a real line even when their $\rho\lambda$ differ severalfold: on nearly flat sheets facing along the line the electrons seldom reach a wall, and the resistivity can lie far below $(\rho\lambda)/d$. Nor does $\rho\lambda$ include the resistance of grain boundaries or of the contact interface.
